# Multiphonon carrier capture with static coupling and the cancellation of supercell volume: test program

```python
"""Static-coupling multiphonon capture coefficient in one effective mode.

Result under test:
  C = V g (2 pi/hbar) |W|^2 sum_m w_m sum_n |<i,m|Q-Q0|f,n>|^2
      * delta(DeltaE + m hbar Omega_i - n hbar Omega_f),
  and V |W|^2 has a finite limit as the supercell volume V grows.
W: electronic matrix element of dh/dQ between band-edge and defect state at Q0.
Q: mass-weighted coordinate (amu^0.5 angstrom); Q0 = Qi, the initial minimum.
w_m: thermal weights; DeltaE: zero-phonon energy; g = 1 here.
Electronic model: simple cubic lattice, hopping -t, one site of energy U(Q).
The delta function is replaced by a normalized Gaussian of width sigma.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import i0e, ive

HBAR = sc.hbar / sc.e                                   # eV s
KB = sc.k / sc.e                                        # eV/K
HBAR2 = sc.hbar**2 / (sc.atomic_mass * 1e-20 * sc.e)    # eV amu angstrom^2

hop, spacing, site_u, slope_u, phonon = 1.0, 3.0, -5.5, 1.0, 0.04


def gaussian(x, sigma):
    return np.exp(-0.5 * (x / sigma)**2) / (sigma * np.sqrt(2 * np.pi))


# ---------- electronic part: infinite crystal ----------
def lattice_integral(depth, power=0):
    """Integral of s^power exp(-depth s) [exp(-2ts) I0(2ts)]^3."""
    def integrand(s):
        return s**power * np.exp(-depth * s) * i0e(2 * hop * s)**3
    return (quad(integrand, 0, 10, epsabs=1e-11)[0]
            + quad(integrand, 10, np.inf, epsabs=1e-10, limit=200)[0])


edge_green = -lattice_integral(0.0)
level_depth = brentq(lambda b: lattice_integral(b) - 1 / abs(site_u), 1e-3, 5)
bound_weight = 1 / (site_u**2 * lattice_integral(level_depth, 1))
enhancement = 1 / (1 - site_u * edge_green)**2
vw2_limit = spacing**3 * slope_u**2 * bound_weight * enhancement


# ---------- electronic part: periodic supercells ----------
def supercell(length):
    """Bound and band-edge energies (from the bulk edge) and site weights."""
    index = np.arange(length // 2 + 1)
    mult = np.where((index == 0) | (index == length // 2), 1.0, 2.0)
    e1 = 2 * hop * (1 - np.cos(2 * np.pi * index / length))
    exc = (e1[:, None, None] + e1[None, :, None] + e1[None, None, :]).ravel()
    wt = (mult[:, None, None] * mult[None, :, None]
          * mult[None, None, :]).ravel() / length**3

    def secular(x):
        return np.sum(wt / (x - exc)) - 1 / site_u

    tiny = 1e-3 / length**3
    x_bound = brentq(secular, -10, -tiny, xtol=1e-15, rtol=1e-12)
    x_band = brentq(secular, tiny, e1[1] * (1 - 1e-9), xtol=1e-17, rtol=1e-12)
    weights = [1 / (site_u**2 * np.sum(wt / (x - exc)**2))
               for x in (x_bound, x_band)]
    return x_bound, x_band, weights[0], weights[1]


sizes = [10, 20, 40, 80, 160]
w2_cells, vw2_cells = [], []
for size in sizes:
    _, _, weight_b, weight_c = supercell(size)
    w2_cells.append(slope_u**2 * weight_b * weight_c)
    vw2_cells.append((size * spacing)**3 * w2_cells[-1])
errors = np.array(vw2_cells) / vw2_limit - 1
extrapolated = 2 * vw2_cells[-1] - vw2_cells[-2]
assert 1.8 < errors[-2] / errors[-1] < 2.25      # leading correction is 1/L
assert abs(extrapolated / vw2_limit - 1) < 0.01  # remaining error is 1/L^2
assert abs(supercell(40)[2] / bound_weight - 1) < 1e-5


# Real-space diagonalization, with derivatives from displaced Hamiltonians.
def real_space(u, length=8):
    one = np.eye(length)
    ring = -hop * (np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0))
    ham = (np.kron(np.kron(ring, one), one) + np.kron(np.kron(one, ring), one)
           + np.kron(np.kron(one, one), ring))
    ham[0, 0] += u
    energy, vec = np.linalg.eigh(ham)
    return energy, vec * np.where(vec[0] < 0, -1.0, 1.0)


dq = 1e-3
en, vec = real_space(site_u)
en_p, vec_p = real_space(site_u + slope_u * dq)
en_m, vec_m = real_space(site_u - slope_u * dq)
w_direct = slope_u * vec[0, 1] * vec[0, 0]
w_derivative = (en[0] - en[1]) * (vec[:, 1] @ (vec_p[:, 0] - vec_m[:, 0])) / (2 * dq)
small = supercell(8)
assert abs(w_derivative / w_direct - 1) < 1e-4
assert abs(w_direct**2 / (slope_u**2 * small[2] * small[3]) - 1) < 1e-7
assert abs((en_p[0] - en_m[0]) / (2 * dq) / (slope_u * vec[0, 0]**2) - 1) < 1e-4

# ---------- vibrational parameters from the same Hamiltonian ----------
force = slope_u * bound_weight                   # slope of the defect level
omega2 = phonon**2 / HBAR2                       # eV/(amu angstrom^2)
delta_q = -force / omega2                        # Qf - Qi
relaxation = force**2 / (2 * omega2)
huang_rhys = relaxation / phonon
delta_e = level_depth + relaxation
osc_length = np.sqrt(HBAR2 / phonon)
barrier = (delta_e - relaxation)**2 / (4 * relaxation)


def vib_elements(shift, ratio=1.0, basis=400, m_max=60, n_max=130):
    """<m|n> and <m|q|n>, q=(Q-Qi)/osc_length, by matrix diagonalization."""
    root = np.sqrt(np.arange(1, basis) / 2)
    q = np.diag(root, 1) + np.diag(root, -1)
    q2 = q @ q
    ham = (np.diag(np.arange(basis) + 0.5) - q2 / 2
           + ratio**2 / 2 * (q2 - 2 * shift * q + shift**2 * np.eye(basis)))
    states = np.linalg.eigh(ham)[1][:, :n_max + 1]
    return states[:m_max + 1], (q @ states)[:m_max + 1]


overlap, q_element = vib_elements(delta_q / osc_length)
m_idx = np.arange(overlap.shape[0])[:, None]
n_idx = np.arange(overlap.shape[1])[None, :]


def crossing(p):
    """Parabola crossing relative to Qi for energy p*phonon."""
    return delta_q / 2 - p * osc_length**2 / delta_q


assert np.max(np.abs(q_element * osc_length
                     - crossing(n_idx - m_idx) * overlap)) < 1e-9
assert abs(crossing(delta_e / phonon) - level_depth / force) < 1e-9

soft = 0.9
soft_overlap, soft_element = vib_elements(delta_q / osc_length, soft)
exact_00 = (np.sqrt(2 * np.sqrt(soft) / (1 + soft))
            * np.exp(-soft * (delta_q / osc_length)**2 / (2 * (1 + soft))))
assert abs(abs(soft_overlap[0, 0]) / exact_00 - 1) < 1e-7


def capture_sum(temp, sigma, element=q_element, ratio=1.0):
    """Capture coefficient (angstrom^3/s) from the explicit double sum."""
    x = phonon / (KB * temp)
    weights = (1 - np.exp(-x)) * np.exp(-x * m_idx)
    mismatch = delta_e + phonon * (m_idx - ratio * n_idx)
    vib = np.sum(weights * (element * osc_length)**2 * gaussian(mismatch, sigma))
    return 2 * np.pi / HBAR * vw2_limit * vib


def thermal_fc(p, kt):
    """Thermal Franck-Condon weight for net emission of p phonons."""
    bose = 1 / np.expm1(phonon / kt)
    z = 2 * huang_rhys * np.sqrt(bose * (bose + 1))
    return (np.exp(z - huang_rhys * (2 * bose + 1))
            * ((bose + 1) / bose)**(p / 2) * ive(np.abs(p), z))


def capture_closed(temp, sigma):
    p = np.arange(-10, 80)
    return 2 * np.pi / HBAR * vw2_limit * np.sum(
        crossing(p)**2 * thermal_fc(p, KB * temp)
        * gaussian(delta_e - p * phonon, sigma))


def classical_density(energy, kt):
    return (np.exp(-(energy - relaxation)**2 / (4 * relaxation * kt))
            / np.sqrt(4 * np.pi * relaxation * kt))


width = phonon / 2
temperatures = [100, 300, 600]
captures = [capture_sum(temp, width) for temp in temperatures]
for temp, value in zip(temperatures, captures):
    assert abs(capture_closed(temp, width) / value - 1) < 1e-6
p_near = int(round(delta_e / phonon))
hot = 10 * phonon
assert abs(thermal_fc(p_near, hot) / phonon
           / classical_density(p_near * phonon, hot) - 1) < 0.01
capture_classical = (2 * np.pi / HBAR * vw2_limit * (level_depth / force)**2
                     * classical_density(delta_e, KB * 300))

# ---------- golden rule against explicit quantum decay ----------
# Units: phonon = hbar = 1; start in |i,0>, final ladder broadened by a bath.
_, test_element = vib_elements(2.0, basis=120, m_max=0, n_max=30)
step, start_energy = 0.02, 3.5
grid = np.arange(-3, 15, step)


def spectral(energy):
    energy = np.atleast_1d(energy)
    return np.sum(test_element[0]**2
                  * gaussian(energy[:, None] - np.arange(31), 0.5), axis=1)


target_rate = 0.01
coupling2 = target_rate / (2 * np.pi * spectral(start_energy)[0])
star = np.diag(np.concatenate(([start_energy], grid)))
star[0, 1:] = star[1:, 0] = np.sqrt(coupling2 * spectral(grid) * step)
star_e, star_v = np.linalg.eigh(star)


def survival(time):
    return abs(np.sum(star_v[0]**2 * np.exp(-1j * star_e * time)))**2


decay_rate = np.log(survival(30) / survival(150)) / 120
assert abs(decay_rate / target_rate - 1) < 0.03  # finite-coupling corrections

# ---------- printed numbers ----------
print(f"hopping t = {hop:.2f} eV; lattice spacing = {spacing:.2f} angstrom")
print(f"site energy U = {site_u:.2f} eV; phonon energy = {phonon:.3f} eV")
print(f"site-energy slope = {slope_u:.2f} eV/(amu^0.5 angstrom)")
print(f"edge Green function G0 = {edge_green:.5f} 1/eV")
print(f"level depth below band edge at Q0 = {level_depth:.4f} eV")
print(f"bound-state weight on defect site = {bound_weight:.4f}")
print(f"band-edge density enhancement at site = {enhancement:.3f}")
print("Supercells: L/spacing, |W|^2 [eV^2/(amu angstrom^2)],")
print("  V|W|^2 [eV^2 angstrom/amu], relative excess over limit")
for size, w2, vw2, err in zip(sizes, w2_cells, vw2_cells, errors):
    print(f"  {size:4d}  {w2:.4e}  {vw2:9.3f}  {err:8.4f}")
print(f"V|W|^2 infinite-volume limit = {vw2_limit:.3f} eV^2 angstrom/amu")
print(f"V|W|^2 extrapolated from 80, 160 = {extrapolated:.3f} eV^2 angstrom/amu")
print(f"level slope F = {force:.4f} eV/(amu^0.5 angstrom)")
print(f"Omega^2 = {omega2:.4f} eV/(amu angstrom^2)")
print(f"Delta Q = Qf - Qi = {delta_q:.4f} amu^0.5 angstrom")
print(f"relaxation energy = {relaxation:.4f} eV")
print(f"Huang-Rhys factor S = {huang_rhys:.3f}")
print(f"zero-phonon energy Delta E = {delta_e:.4f} eV")
print(f"Delta E / phonon energy = {delta_e / phonon:.3f}")
print(f"crossing Qx - Q0 = {level_depth / force:.4f} amu^0.5 angstrom")
merge = (1 / edge_green - site_u) / slope_u
print(f"true level-band merging Q - Q0 = {merge:.4f} amu^0.5 angstrom")
print(f"classical barrier = {barrier:.4f} eV")
print(f"Capture coefficient, sigma = {width:.3f} eV:")
for temp, value in zip(temperatures, captures):
    print(f"  T = {temp} K: C = {value:.4e} angstrom^3/s = {value*1e-24:.3e} cm^3/s")
print("Broadening dependence at 300 K:")
for factor in (0.4, 0.5, 0.75):
    value = capture_sum(300, factor * phonon)
    print(f"  sigma = {factor * phonon:.3f} eV: C = {value:.4e} angstrom^3/s")
print(f"classical C at 300 K = {capture_classical:.4e} angstrom^3/s")
soft_capture = capture_sum(300, width, soft_element, soft)
print(f"final/initial frequency ratio in softer case = {soft:.2f}")
print(f"C at 300 K, softer final mode = {soft_capture:.4e} angstrom^3/s")
print(f"decay test: simulated/golden-rule rate = {decay_rate/target_rate:.4f}")
print("success")
```

Output:

```
hopping t = 1.00 eV; lattice spacing = 3.00 angstrom
site energy U = -5.50 eV; phonon energy = 0.040 eV
site-energy slope = 1.00 eV/(amu^0.5 angstrom)
edge Green function G0 = -0.25273 1/eV
level depth below band edge at Q0 = 0.7323 eV
bound-state weight on defect site = 0.7091
band-edge density enhancement at site = 6.574
Supercells: L/spacing, |W|^2 [eV^2/(amu angstrom^2)],
  V|W|^2 [eV^2 angstrom/amu], relative excess over limit
    10  8.6769e-03    234.276    0.8613
    20  8.0492e-04    173.864    0.3813
    40  8.5569e-05    147.863    0.1748
    80  9.8646e-06    136.369    0.0834
   160  1.1845e-06    130.996    0.0407
V|W|^2 infinite-volume limit = 125.867 eV^2 angstrom/amu
V|W|^2 extrapolated from 80, 160 = 125.624 eV^2 angstrom/amu
level slope F = 0.7091 eV/(amu^0.5 angstrom)
Omega^2 = 0.3828 eV/(amu angstrom^2)
Delta Q = Qf - Qi = -1.8527 amu^0.5 angstrom
relaxation energy = 0.6569 eV
Huang-Rhys factor S = 16.422
zero-phonon energy Delta E = 1.3892 eV
Delta E / phonon energy = 34.730
crossing Qx - Q0 = 1.0327 amu^0.5 angstrom
true level-band merging Q - Q0 = 1.5432 amu^0.5 angstrom
classical barrier = 0.2041 eV
Capture coefficient, sigma = 0.020 eV:
  T = 100 K: C = 1.1056e+15 angstrom^3/s = 1.106e-09 cm^3/s
  T = 300 K: C = 6.8785e+15 angstrom^3/s = 6.878e-09 cm^3/s
  T = 600 K: C = 4.9855e+16 angstrom^3/s = 4.986e-08 cm^3/s
Broadening dependence at 300 K:
  sigma = 0.016 eV: C = 6.5563e+15 angstrom^3/s
  sigma = 0.020 eV: C = 6.8785e+15 angstrom^3/s
  sigma = 0.030 eV: C = 7.1727e+15 angstrom^3/s
classical C at 300 K = 1.0339e+15 angstrom^3/s
final/initial frequency ratio in softer case = 0.90
C at 300 K, softer final mode = 3.1324e+13 angstrom^3/s
decay test: simulated/golden-rule rate = 0.9997
success
```
